\section*{Choosing field, start and duration for a kinetic Monte Carlo hole mobility}

\section{What the mobility can depend on}

A hole hops between sites a distance $a$ apart, at rate $\nu$ when their energies are equal. A diffusion coefficient is a length squared over a time, so it must have the form
\begin{equation}
D=a^2\nu\,g\!\left(\frac{E_1}{kT},\dots,\frac{E_N}{kT},\frac{\lambda}{kT}\right),
\end{equation}
where $E_i$ are the site energies and $\lambda$ is the reorganization energy. An electric force $F$ enters through the dimensionless tilt $f=Fa/kT$. If the steady velocity vanishes at $f=0$, its expansion is
\begin{equation}
v(f)=a\nu\,(g_1f+g_2f^2+g_3f^3+\dots).
\end{equation}
One random sample has no mirror symmetry, so $g_2$ need not vanish. The half difference $[v(f)-v(-f)]/2$ removes all even terms and leaves a relative error of order $f^2$. Dimensions do not show that $g_1=g$; detailed balance does.

Electronic-structure calculations supply $E_i$, $\lambda$ and the coupling $J$ between neighbouring hole states, for instance in an oxide with hole traps. The hopping calculation that follows has four settings: field, initial occupation, duration and cell size. They decide whether its result is a low-field mobility or a dispersive transient.

\section{Rates and the Monte Carlo step}

The model has one hole on a periodic cubic lattice of $N=L^3$ sites, nearest-neighbour hops, weak coupling and classical vibrations. $E_i$ is the energy of the hole on site $i$, so a trap has low $E_i$. Let $d_{ij}=\pm a$ or $0$ be the hop length along the field and $\Delta_{ij}=E_j-E_i-Fd_{ij}$. The Marcus rate is
\begin{align}
k_{ij}(F)&=k_0\,e^{-(\lambda+\Delta_{ij})^2/4\lambda kT}
=\nu\,e^{-\Delta_{ij}/2kT-\Delta_{ij}^2/4\lambda kT},\\
k_0&=\frac{2\pi J^2}{\hbar\sqrt{4\pi\lambda kT}},\qquad \nu=k_0e^{-\lambda/4kT}.
\end{align}
The reverse hop has $\Delta_{ji}=-\Delta_{ij}$. The quadratic term cancels in the ratio:
\begin{equation}
\frac{k_{ij}(F)}{k_{ji}(F)}=e^{-(E_j-E_i-Fd_{ij})/kT}. \label{ratio}
\end{equation}
Write $k_{ij}$ for $k_{ij}(0)$. With $\pi_i=e^{-E_i/kT}/Z$ and $Z=\sum_ie^{-E_i/kT}$, this gives detailed balance,
\begin{equation}
c_{ij}\equiv\pi_ik_{ij}=\pi_jk_{ji}=c_{ji}.
\end{equation}
Under a field, the logarithms of the ratios sum to $FLa/kT$ around a periodic ring along the field. Detailed balance would require zero, so the driven steady state carries a current.

A Monte Carlo step from site $i$ uses $K_i=\sum_jk_{ij}(F)$:
\begin{enumerate}
\item Draw a waiting time from the density $K_ie^{-K_it}$.
\item Choose neighbour $j$ with probability $k_{ij}(F)/K_i$.
\item Move the hole and add $d_{ij}$ to its unwrapped displacement $x$.
\end{enumerate}
The probability of a hop to $j$ in $dt$ is $K_i\,dt\,(k_{ij}(F)/K_i)=k_{ij}(F)\,dt$, as the master equation demands. If an observation interrupts a wait, a fresh time may be drawn, because $e^{-K_i(t+s)}/e^{-K_it}=e^{-K_is}$.

\section{The low-field mobility}

Expand $k_{ij}(F)=k_{ij}(1+Fs_{ij})$ to first order. The logarithm of \eqref{ratio} gives $s_{ij}-s_{ji}=d_{ij}/kT$. Write the steady occupation as $p_i=\pi_i(1+F\phi_i/kT)$, where $\phi_i$ is a length. The net current on an edge is
\begin{align}
J_{ij}&=p_ik_{ij}(F)-p_jk_{ji}(F)\nonumber\\
&=c_{ij}F\left[\frac{\phi_i-\phi_j}{kT}+s_{ij}-s_{ji}\right]
=\frac{F}{kT}c_{ij}(d_{ij}+\phi_i-\phi_j).
\end{align}
Stationarity, $\sum_jJ_{ij}=0$, fixes $\phi$ up to a constant:
\begin{equation}
\sum_jc_{ij}(d_{ij}+\phi_i-\phi_j)=0. \label{phi}
\end{equation}
The velocity is $v=\sum_{\rm edges}J_{ij}d_{ij}$, each edge counted once. Since $\sum_{\rm edges}J_{ij}(\phi_i-\phi_j)=\sum_i\phi_i\sum_jJ_{ij}=0$, this sum may be added:
\begin{equation}
v=\frac{F}{kT}D,\qquad
D=\sum_{\rm edges}c_{ij}(d_{ij}+\phi_i-\phi_j)^2. \label{D}
\end{equation}
With $F=e\mathcal E$ for a hole in the field $\mathcal E$, the mobility is $\mu=v/\mathcal E=eD/kT$.

The same $D$ governs diffusion. At zero field, follow $y=x-\phi_{i(t)}$, where $i(t)$ is the occupied site. A hop changes $y$ by $d_{ij}+\phi_i-\phi_j$. Its mean rate of change from any site vanishes by \eqref{phi} divided by $\pi_i$, so successive changes are uncorrelated. In equilibrium the variance of $y$ grows at the rate $\sum_{i,j}c_{ij}(d_{ij}+\phi_i-\phi_j)^2=2D$, since the double sum counts every edge twice. As $\phi$ is bounded in a finite cell, $\langle x^2\rangle/2t\to D$.

Equation \eqref{phi} is also the condition that the convex sum in \eqref{D} be least with respect to $\phi$. Setting $\phi=0$ therefore gives an upper bound,
\begin{equation}
D\le D_0=\tfrac12\sum_{i,j}\pi_ik_{ij}d_{ij}^2. \label{bound}
\end{equation}
It is the diffusion coefficient that uncorrelated hops would give.

\section{Testing detailed balance in the hop counts}

Let $Q$ be the number of hops $i\to j$ minus the number $j\to i$ for one hole at zero field, started from $\pi$. Its mean is zero. To find its noise, set $p_l=\sqrt{\pi_l}\,q_l$ in the master equation. This gives $\dot q=-Sq$ with the symmetric matrix $S_{ll}=K_l$, $S_{lm}=-\sqrt{k_{lm}k_{ml}}$. The probability to go from $m$ to $l$ in time $s$ is thus $P_s(l|m)=\sqrt{\pi_l/\pi_m}\,(e^{-Ss})_{lm}$. With unit vectors $e_i$,
\begin{equation}
S=\sum_{\rm edges}c_{ij}\,u_{ij}u_{ij}^{T},\qquad
u_{ij}=\frac{e_i}{\sqrt{\pi_i}}-\frac{e_j}{\sqrt{\pi_j}},
\end{equation}
so $S$ has no negative eigenvalue.

A counted hop leaves the hole at $j$ with sign $+$ or at $i$ with sign $-$, each at rate $c_{ij}$. The later signed hop rate is $k_{ij}$ from $i$ and $-k_{ji}$ from $j$. The correlation of the two is
\begin{align}
C(s)&=c_{ij}\{k_{ij}[P_s(i|j)-P_s(i|i)]-k_{ji}[P_s(j|j)-P_s(j|i)]\}\nonumber\\
&=-c_{ij}^2\,u_{ij}^{T}e^{-Ss}u_{ij}\le0,
\end{align}
where $k_{ij}=c_{ij}/\pi_i$ was used. Return hops thus reduce the noise below that of independent hops:
\begin{equation}
\langle Q^2\rangle=2c_{ij}t+2\int_0^t(t-s)C(s)\,ds\le2c_{ij}t.
\end{equation}
At long times the integral tends to $-t\,c_{ij}^2u_{ij}^TS^{+}u_{ij}$, with $S^+$ the inverse on the nonzero modes, and $\langle Q^2\rangle/2c_{ij}t\to1-c_{ij}u_{ij}^TS^+u_{ij}$. Summed over edges, the last term is $\mathrm{tr}(SS^+)=N-1$. The average over the $3N$ edges is therefore $(2N+1)/3N$.

A second check holds under a field. Start from $\pi$ and compare a path with its reverse. The waiting factors agree, and \eqref{ratio} with the initial weights leaves the probability ratio $e^{Fx/kT}$. Hence
\begin{equation}
\langle e^{-Fx/kT}\rangle_F=1,\qquad
\langle xe^{-Fx/kT}\rangle_F=-\langle x\rangle_F. \label{reverse}
\end{equation}
To first order the second relation reads $\langle x\rangle_F-F\langle x^2\rangle_0/kT=-\langle x\rangle_F$, or
\begin{equation}
\langle x\rangle_F=\frac{F}{2kT}\langle x^2\rangle_0 \label{fdt}
\end{equation}
at every time, not just in the diffusive limit.

\section{Why the start matters}

Define the response coefficient $R(t)=kT\langle x\rangle_{\rm odd}/(Ft)$, where ``odd'' means the half difference between $F$ and $-F$. A random start needs this difference even for small $F$, since energy relaxation in one sample can displace the hole without a field.

For an equilibrium start, \eqref{fdt} gives $R=\langle x^2\rangle_0/2t$. Let $b_i=\sum_jk_{ij}d_{ij}$ be the site drift. Hops weighted by their length arrive at $j$ with total $\sum_ic_{ij}d_{ij}=-\pi_jb_j$. The correlation with the later drift is $-\sum_{j,l}\pi_jb_jP_s(l|j)b_l=-\sum_nb_n^2e^{-\lambda_ns}$, where $\lambda_n$ are the eigenvalues of $S$ and $b_n$ the projections of $\sqrt{\pi_i}\,b_i$ on its eigenvectors. The zero mode drops out because $\sum_i\pi_ib_i=\sum_{i,j}c_{ij}d_{ij}=0$. Integration with weight $2(t-s)$ yields
\begin{equation}
\langle x^2\rangle_0=2D_0t-2\sum_n b_n^2\,\frac{\lambda_nt-1+e^{-\lambda_nt}}{\lambda_n^2}.
\end{equation}
So $R$ starts at $D_0$ and falls to $D=D_0-\sum_nb_n^2/\lambda_n$. The populations are already in equilibrium, so this fall comes only from the negative correlation just derived: on average, a hop along the field axis is followed by drift in the opposite direction.

With a random start the populations also sink into deep sites. Once they are stationary, the velocity is constant and the transient has added a fixed displacement:
\begin{equation}
R(t)\simeq D+\frac{C}{t}. \label{tail}
\end{equation}
Dividing the total displacement by the total time keeps the error $C/t$. Taking the slope in a window after relaxation removes it.

\section{A worked sample}

Take $T=300$ K, $kT=0.02585$ eV, $a=1$ nm, $\lambda=0.8$ eV, $J=5$ meV and $L=6$. These round values describe no particular oxide. The classical rate needs vibrational quanta $\hbar\omega$ not much above $kT$. For a single mode the exponent $\lambda/4kT$ in $\nu$ becomes $(\lambda/\hbar\omega)\tanh(\hbar\omega/4kT)$, and optical modes of 50 to 100 meV, common in oxides, raise $\nu$ by a factor of roughly 2 to 8 at these parameters. Values in seconds and in cm$^2$/(V\,s) below hold for the classical model. The energies follow an exponential distribution of width $E_0=45$ meV through its quantiles, $E_n=E_0\ln[(n+\frac12)/N]$ with $n=0,\dots,N-1$, placed on the sites at random. The deepest site lies at $-0.273$ eV and holds $73\%$ of the equilibrium population. All energy differences are smaller than $\lambda$.

The rates are $k_0=4.68\times10^{11}$ s$^{-1}$ and $\nu=2.04\times10^8$ s$^{-1}$. Equation \eqref{D} gives $D=0.0313\,a^2\nu$, about half the bound $0.0612\,a^2\nu$. The mobility is
\begin{equation}
\mu=\frac{0.0313\times(10^{-7}\,{\rm cm})^2\times2.04\times10^8\,{\rm s}^{-1}}{0.02585\,{\rm V}}
\approx2.5\times10^{-6}\ {\rm cm^2/(V\,s)}.
\end{equation}

The propagated master equation at small field gives, with $R$ in units of $a^2\nu$:
\begin{center}
\begin{tabular}{cccc}
$\nu t$ & $R$, random & $R$, equilibrium & energy, random (eV)\\
$10^{-2}$ & 1.603 & 0.0590 & $-0.055$\\
$1$ & 0.471 & 0.0373 & $-0.140$\\
$10^2$ & 0.0889 & 0.0316 & $-0.223$\\
$10^4$ & 0.0323 & 0.0313 & $-0.248$\\
$10^6$ & 0.0313 & 0.0313 & $-0.248$
\end{tabular}
\end{center}
Over these eight decades $R$ falls by a factor of 51 from the random start and by 1.9 from equilibrium. The rates are the same, so the extra fall is due to the initial population. The exponent of displacement against time, averaged over each decade, falls to 0.61 between $\nu t=1$ and $10$ and later returns to one. From $\nu t=0.1$ to $10^3$ it stays between 0.61 and 0.67 without settling at one value, so this sample shows dispersive motion that follows a power law only roughly. In particular, $kT/E_0=0.57$ should not be read off as its exponent.

Monte Carlo runs with 6000 holes each agree with these solutions: the largest of 20 tested deviations is 2.0 standard errors. The normalized edge noise at zero field is 0.65, close to the long-time value $433/648=0.67$. At $f=0.1$ it rises to 13.9. Linear response explains the size: a mean net count $Mc_{ij}t\,(F/kT)(d_{ij}+\phi_i-\phi_j)$ for $M$ holes adds
\begin{equation}
\frac{M t f^2D}{2a^2\,(3N)}=\frac{6000\times8861\times0.01\times0.0313}{2\times648}\approx12.8
\end{equation}
to the zero-field noise. The average in \eqref{reverse} is 1.002 at $\nu t=443$.

\section{Guidance for the settings}

\textbf{Initial occupation.} For a low-field mobility, draw the first site from $\pi_i$. A random start suits holes created without regard to site energy, when the transient itself is wanted.

\textbf{Duration.} The slowest relaxation time here is $162/\nu$, or $0.8\ \mu$s. After a random start, discard about six such times and fit the slope. Between $\nu t=10^3$ and $10^4$ the propagated displacements give a slope of $0.0313\,a^2\nu$, equal to $D$ at this precision. The table gives $C\approx(0.0323-0.0313)\times10^4\,a^2\approx10\,a^2$ in \eqref{tail}. Without discarding, an error of $1\%$ of $D$ thus requires $\nu t\approx10/(0.01\times0.0313)\approx3\times10^4$, some 200 times the relaxation time.

\textbf{Field.} At $f=0.1$, a field of $0.026$ MV/cm, the steady coefficient exceeds $D$ by $0.25\%$. Doubling $f$ from 0.02 to 0.04 multiplies the error by 4.0, as the symmetry argument requires, so the relative error is about $0.25f^2$. The statistical error follows from the variance $2D\tau$ of one displacement in a window $\tau$. The estimate is $D=a[v(f)-v(-f)]/2f$, and at small $f$ each mean velocity has a variance close to $2D/(M\tau)$ for $M$ holes at each sign of the field. The error is then approximately
\begin{equation}
\frac{\delta D}{D}=\frac{a}{2fD}\sqrt{\frac{2}{M}\,\frac{2D}{\tau}}
=\frac{a}{f\sqrt{MD\tau}}.
\end{equation}
For $\nu\tau=7089$ this is $0.87\times10^{-3}/f$, or $0.9\%$ at $f=0.1$. The run gave $D=0.0317\pm0.0003\,a^2\nu$. Minimizing the summed squares $(0.25f^2)^2+(0.87\times10^{-3}/f)^2$ gives $f^3=0.87\times10^{-3}/(0.25\sqrt2)$, hence $f\approx0.14$. A weaker field would lose more to noise than it gains in linearity. The zero-field spread has no field error, but for the same window it gave $0.0305\pm0.0007\,a^2\nu$ from 6000 holes, half the number used for the drift. Equal numbers would reduce this error by $\sqrt2$, to $0.0005\,a^2\nu$. That estimate uses each hole only once. From an equilibrium start the window can be cut into $n$ pieces, each several relaxation times long, and the squared displacements averaged, which lowers the error roughly as $1/\sqrt n$. Seven pieces of about $10^3/\nu$ bring it to about $0.0002\,a^2\nu$, with a bias of about $0.1\%$ from the equilibrium $R(t)$, so the zero-field route can match or beat the drift at $f=0.1$.

\textbf{Cell size.} A converged mobility need not exist. Put $w_i=e^{-E_i/kT}$. For independent exponential energies, the probability that $w_i$ exceeds $y\ge1$ is $y^{-kT/E_0}$. If $kT<E_0$, the mean of $w_i$ diverges, and so does $Z/N$ as $N$ grows. The bound \eqref{bound} contains
\begin{equation}
c_{ij}=\frac{\nu}{Z}\sqrt{w_iw_j}\,e^{-(E_j-E_i)^2/4\lambda kT}\le\frac{\nu}{Z}\sqrt{w_iw_j}.
\end{equation}
For $E_0<2kT$ the mean of $\sqrt{w_i}$ is finite, namely $1/(1-E_0/2kT)$. The numerator then grows in proportion to $N$ on average, while $Z$ grows faster. Thus $D$ tends to zero in probability for $kT<E_0<2kT$.

Medians over 41 independent samples show the trend. For $E_0=45$ meV, $D$ falls from $0.114$ to $0.0130\,a^2\nu$ between $L=4$ and $L=8$. The size of this fall is only rough, because $D$ varies strongly between samples and 41 are few. Since $Z$ grows typically as $N^{E_0/kT}$, the bound scales as $N^{1-E_0/kT}$, a factor of $4.7$ for an eightfold $N$, smaller than the factor of $8.8$ between these two medians. For $E_0=10$ meV it stays near $0.93\,a^2\nu$. The mobility quoted above therefore belongs to its finite sample, and to the chosen field direction, since one random sample need not be isotropic. When the one-hole $D$ keeps falling as the cell grows, report the transient with its time scale and cell size, not an extrapolated material mobility. This loss of mobility belongs to the limit of vanishing hole density, $1/N$ per site, with a trap tail that has no lower end. In a real material the tail ends at some depth, and at a fixed hole density the deepest traps are filled, so a finite mobility that depends on the density can exist.

These rules assume a single hole. Site blocking, Coulomb interaction, and energies that change during the run need a larger state space, and the one-hole formula for $D$ then no longer applies. The values behind the figures quoted here are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
temperature 300 K; kT 0.02585 eV
spacing a 1.0 nm; side 6 a; sites 216
reorganization 0.80 eV; coupling 0.005 eV
energy width E0 0.045 eV; kT/E0 0.574
deepest site -0.2731 eV; its weight 0.7252
Marcus prefactor k0 4.6812e+11 1/s; nu 2.0441e+08 1/s
D, edge formula 0.031299 a^2 nu; spectrum 0.031299 a^2 nu
upper bound with phi=0 0.061240 a^2 nu
slowest relaxation time 162.2 1/nu
equilibrium hop frequency 0.33855 nu
tilt Fa/kT 0.10; field 0.0259 MV/cm
ring affinity 0.6000 (dimensionless)
steady coefficient at this tilt 0.031376 a^2 nu
error ratio, tilts 0.04 and 0.02: 3.999
t [1/nu]; response [a^2 nu] random start, equilibrium start; energy [eV]
   1.00e-02  1.60267  0.05896  -0.0548
   1.00e-01  1.06953  0.04972  -0.0897
   1.00e+00  0.47115  0.03728  -0.1402
   1.00e+01  0.19200  0.03291  -0.1812
   1.00e+02  0.08890  0.03156  -0.2229
   1.00e+03  0.04159  0.03133  -0.2480
   1.00e+04  0.03233  0.03130  -0.2481
   1.00e+05  0.03140  0.03130  -0.2481
   1.00e+06  0.03131  0.03130  -0.2481
displacement exponents per decade: 0.824 0.644 0.610 0.666 0.670 0.891 0.987 0.999
fall of response: random 51.2, equilibrium 1.88 times
holes per run 6000; duration 8861.3 1/nu
counted/expected hops at zero field 1.0003
edge noise: zero field 0.654, driven 13.935, limit 1.278
path-reversal average 1.0020 at t 443.1 1/nu
late window 1772.3 to 8861.3 1/nu
D from spread 0.03045 +- 0.00071, expected 0.03130 a^2 nu
D from drift 0.03169 +- 0.00028, expected 0.03138 a^2 nu
random start: t [1/nu]; Monte Carlo response, error, exact [a^2 nu]
      17.72  0.16932  0.01261  0.15766
     177.23  0.07618  0.00269  0.07369
    1772.25  0.03762  0.00062  0.03719
largest of 20 deviations 2.01 standard errors
median D of 41 samples, side 4 a and side 8 a [a^2 nu]
  E0 0.045 eV: 0.11415  0.01297
  E0 0.010 eV: 0.93494  0.92425
low-field mobility 2.4748e-06 cm^2/(V s)
\end{verbatim}
